# Van Vleck-Weisskopf absorption compared with the Debye, Lorentz and Gross forms

## A polarizability that should not depend on collisions

Put a dilute gas in a constant electric field and wait. The molecules settle into the Boltzmann distribution belonging to that field, and this distribution fixes their mean dipole. The collision rate affects how soon equilibrium is reached, but it cannot change the equilibrium itself.

A simple theory of collision broadening violates this requirement. Suppose that each collision wipes out the dipole induced by the field and leaves the molecule as it would be with no field present. For a resonance at angular frequency \(\omega_0\) and a collision rate \(\gamma\), the constant-field polarizability then comes out as \(\omega_0^2/(\omega_0^2+\gamma^2)\) times its equilibrium value, as shown below. With \(\gamma=\omega_0/4\) the factor is 0.9412, an error of 6% relative to the equilibrium value. As \(\omega_0\to0\) the factor vanishes: permanent dipoles that do not turn between collisions would neither polarize nor absorb. (A freely rotating molecule also responds through its rotational lines, whose frequencies are not zero, so this statement does not carry over to it.)

The fault lies in the state assumed after a collision. A collision that thermalizes a molecule must do so with the energy the molecule has at that moment, including its energy in the field. The dipoles are then reoriented, on average, towards the field. This one change gives the Van Vleck-Weisskopf profile.

## Conventions and static response

The field is \(E(t)=\mathrm{Re}\,E_0e^{-i\omega t}\) with \(E_0\) real, and the mean dipole along it is \(m(t)=\mathrm{Re}\,\alpha E_0e^{-i\omega t}\). Writing \(\alpha=\alpha'+i\alpha''\), we have \(m=E_0(\alpha'\cos\omega t+\alpha''\sin\omega t)\), so a positive \(\alpha''\) means a dipole that lags the field. Let \(\alpha_s\) be the equilibrium static polarizability, and define

\[
R(\omega)=\frac{\alpha(\omega)}{\alpha_s},\qquad s=\gamma-i\omega,\qquad \tau=\frac1\gamma .
\]

Take a molecule with two levels separated by \(\hbar\omega_0\) and a transition dipole \(\mu\) along an axis at angle \(\theta\) to the field. The axis stays fixed between collisions. With \(n=\cos\theta\) and Pauli matrices \(\sigma_x,\sigma_y,\sigma_z\),

\[
H=\tfrac12\hbar\omega_0\sigma_z-\mu nE\,\sigma_x .
\]

The energies are \(\pm W/2\), where \(W=\sqrt{(\hbar\omega_0)^2+4\mu^2n^2E^2}\). The partition function is \(Z=2\cosh(W/2kT)\), and the equilibrium dipole is

\[
kT\frac{\partial\ln Z}{\partial E}
=\frac12\tanh\!\left(\frac{W}{2kT}\right)\frac{\partial W}{\partial E}
=\frac{2\mu^2n^2E}{W}\tanh\!\left(\frac{W}{2kT}\right).
\]

To first order in \(E\), \(W\) may be replaced by \(\hbar\omega_0\). The statistical weight of each orientation is proportional to \(Z\), which is even in \(E\), so it is unchanged to this order. Orientations are therefore averaged uniformly, with \(\langle n^2\rangle=1/3\):

\[
\alpha_s=\frac{2\mu^2}{3\hbar\omega_0}\tanh\!\left(\frac{\hbar\omega_0}{2kT}\right).
\]

## First derivation: look back to the last collision

**Motion since the collision.** Let \(X,Y,Z_p\) be the mean values of \(\sigma_x,\sigma_y,\sigma_z\). From \(d\langle A\rangle/dt=(i/\hbar)\langle[H,A]\rangle\) and the commutators \([\sigma_z,\sigma_x]=2i\sigma_y\), \([\sigma_z,\sigma_y]=-2i\sigma_x\), \([\sigma_x,\sigma_y]=2i\sigma_z\),

\[
\dot X=-\omega_0Y,\qquad \dot Y=\omega_0X+\frac{2\mu nE}{\hbar}Z_p .
\]

The last term already contains \(E\), so to first order \(Z_p\) takes its field-free value \(-\tanh(\hbar\omega_0/2kT)\). Hence

\[
\dot Y=\omega_0(X-X_{\rm eq}),\qquad
X_{\rm eq}(t)=\frac{2\mu nE(t)}{\hbar\omega_0}\tanh\!\left(\frac{\hbar\omega_0}{2kT}\right).
\]

Here \(X_{\rm eq}(t)\) is the equilibrium value for the field at time \(t\), in agreement with the static calculation. Let \(\delta=X-X_{\rm eq}\) be the departure from it. Then \(\dot\delta=-\omega_0Y-\dot X_{\rm eq}\) and \(\dot Y=\omega_0\delta\), and the combination \(\zeta=\delta+iY\) obeys

\[
\dot\zeta=i\omega_0\zeta-\dot X_{\rm eq}.
\]

Suppose the last collision happened at \(t-u\) and left the Boltzmann state of the full \(H(t-u)\). That state has \(X=X_{\rm eq}\) and \(Y=0\), so \(\zeta(t-u)=0\). Integrating forward and taking the real part,

\[
\delta(t)=-\int_0^u\cos(\omega_0u')\,\dot X_{\rm eq}(t-u')\,du'.
\]

Multiplying \(X=X_{\rm eq}+\delta\) by \(\mu n\) and averaging over orientation gives

\[
m(t;u)=\alpha_s\left[E(t)-\int_0^u\cos(\omega_0u')\,\dot E(t-u')\,du'\right].
\]

The molecule departs from equilibrium because the field has changed since the collision. In a constant field there is no departure, whatever the collision rate.

**Average over ages.** For collisions at a constant random rate, the time since the last one has probability density \(\gamma e^{-\gamma u}\). A change of field at time \(t-u'\) matters for those molecules whose last collision is older than \(u'\). Exchanging the order of integration expresses this:

\[
\int_0^\infty\!\gamma e^{-\gamma u}\int_0^u f(u')\,du'\,du
=\int_0^\infty f(u')\int_{u'}^\infty\!\gamma e^{-\gamma u}\,du\,du'
=\int_0^\infty f(u')e^{-\gamma u'}du'.
\]

In complex form \(\dot E(t-u')=-i\omega E_0e^{-i\omega t}e^{i\omega u'}\). The minus sign cancels the one in front of the integral, so

\[
R=1+i\omega\int_0^\infty e^{-su}\cos(\omega_0u)\,du
=1+\frac{i\omega s}{s^2+\omega_0^2}.
\]

Over the common denominator the numerator is \(s^2+i\omega s+\omega_0^2=s(s+i\omega)+\omega_0^2\), and \(s+i\omega=\gamma\). Therefore

\[
\boxed{R_{\rm VVW}=\frac{\omega_0^2+\gamma s}{\omega_0^2+s^2}}
\]

For the absorption, write

\[
\frac{s}{s^2+\omega_0^2}=\frac12\left[\frac1{s-i\omega_0}+\frac1{s+i\omega_0}\right],
\qquad s\mp i\omega_0=\gamma-i(\omega\pm\omega_0).
\]

The real part of \(1/[\gamma-i(\omega\pm\omega_0)]\) is \(\gamma/[(\omega\pm\omega_0)^2+\gamma^2]\). Since \(\mathrm{Im}(i\omega z)=\omega\,\mathrm{Re}\,z\) for any complex \(z\),

\[
\boxed{\frac{\alpha''_{\rm VVW}}{\alpha_s}=\frac{\omega}{2}\left[\frac{\gamma}{(\omega-\omega_0)^2+\gamma^2}+\frac{\gamma}{(\omega+\omega_0)^2+\gamma^2}\right]}
\]

## Second derivation: a balance equation for an oscillator

Now take a classical charge \(q\) of mass \(M\), bound harmonically with frequency \(\omega_0\). In a field \(E\) its energy is \(p^2/2M+M\omega_0^2x^2/2-qEx\). Completing the square in \(x\) shows that the Boltzmann distribution is centred at \(x_{\rm eq}=qE/(M\omega_0^2)\) with zero mean momentum, so \(\alpha_s=q^2/(M\omega_0^2)\).

During a short time \(dt\) a fraction \(\gamma\,dt\) of the oscillators collide. Their means \(\bar x,\bar p\) are replaced by \(x_{\rm eq}(t)\) and zero; the others follow Newton's law. Thus

\[
\dot{\bar x}=\frac{\bar p}{M}-\gamma(\bar x-x_{\rm eq}),\qquad
\dot{\bar p}=-M\omega_0^2(\bar x-x_{\rm eq})-\gamma\bar p ,
\]

where the force \(qE\) has been written as \(M\omega_0^2x_{\rm eq}\). For complex amplitudes the time derivative is \(-i\omega\), and moving the terms in \(\gamma\bar x\) and \(\gamma\bar p\) to the left gives

\[
s\bar x=\frac{\bar p}{M}+\gamma x_{\rm eq},\qquad
s\bar p=M\omega_0^2(x_{\rm eq}-\bar x).
\]

Multiply the first equation by \(s\) and insert the second:

\[
s^2\bar x=\omega_0^2(x_{\rm eq}-\bar x)+\gamma s\,x_{\rm eq}
\quad\Longrightarrow\quad
\frac{\bar x}{x_{\rm eq}}=\frac{\omega_0^2+\gamma s}{\omega_0^2+s^2}.
\]

This is \(R_{\rm VVW}\) again.

## What each derivation assumes

Both take collisions to be short compared with the periods of the field and of the molecule, and strong enough for one collision to thermalize completely. Both neglect line shifts and the field of neighbouring molecules. They differ in the rest.

The first needs a weak field, because the two-level response was kept to first order; near a narrow resonance this means \(\mu E_0\ll\hbar\gamma\), since the line saturates when \(\mu E_0\) approaches \(\hbar\gamma\). The algebra holds for any \(\hbar\omega_0/kT\), but the collision rule does not: the resulting \(\alpha''\) differs from the value that the quantum fluctuation-dissipation relation assigns to the model's own dipole fluctuations by the factor \(\omega\tanh(\hbar\omega_0/2kT)/[\omega_0\tanh(\hbar\omega/2kT)]\). Away from resonance this is close to one only when \(\hbar\omega\) and \(\hbar\omega_0\) are both small against \(kT\), and the profile should be used only there. It uses the collision statistics at one point, the factor \(e^{-\gamma u'}\). For another distribution of collision times, this factor would be replaced by the probability that the last collision is older than \(u'\).

The second needs a constant collision rate from the start, since it has no record of when a molecule last collided. It is restricted to a classical harmonic oscillator, but for that system it needs no weak field: the force is linear, so the equations for the means are closed at any field strength. It also allows position and momentum to be treated differently in a collision. The first method in its present form does not, because a position that survives collisions carries memory from before the last one.

## Absorbed energy

The field changes the energy of a molecule through the explicit time dependence of \(H\), at the mean rate \(-m\dot E\). With \(\dot E=-\omega E_0\sin\omega t\),

\[
-m\dot E=\omega E_0^2(\alpha'\cos\omega t\,\sin\omega t+\alpha''\sin^2\omega t),
\]

whose average over a cycle is \(\tfrac12\omega\alpha''E_0^2\). In the periodic state the mean molecular energy returns to its value after each cycle, so this work leaves as heat through collisions. A test on the two-level molecule confirmed the equality. Dividing the power absorbed per volume by the intensity \(\tfrac12\varepsilon_0cE_0^2\) gives the absorption coefficient for intensity,

\[
\kappa=\frac{N\omega\alpha''}{\varepsilon_0c},
\]

for number density \(N\) and a refractive index close to one.

## Zero resonance frequency: Debye relaxation

Let \(\omega_0\to0\) with \(\gamma\) and \(\alpha_s\) held fixed. Then

\[
R_{\rm VVW}\to\frac{\gamma s}{s^2}=\frac{\gamma}{\gamma-i\omega}=\frac1{1-i\omega\tau},
\qquad
\frac{\alpha''}{\alpha_s}\to\frac{\omega\tau}{1+\omega^2\tau^2}.
\]

This is Debye's law, with the mean time between collisions as relaxation time. The two resonance terms have merged at zero frequency, where they add.

The condition on \(\alpha_s\) has content. The charged oscillator has \(\alpha_s=q^2/(M\omega_0^2)\), which diverges if its binding is removed. For the two-level dipole \(\tanh y\to y\) at small argument, so \(\alpha_s\to\mu^2/3kT\), which is finite.

The limit can also be reached without any resonance. A permanent dipole that does not turn between collisions keeps the mean orientation given to it at the last one, so \(m(t;u)=\alpha_sE(t-u)\), and

\[
R=\int_0^\infty\gamma e^{-\gamma u}e^{i\omega u}\,du=\frac{\gamma}{\gamma-i\omega}.
\]

A test with classical dipoles redrawn from their Boltzmann distribution reproduced this value. Free rotation between collisions would introduce frequencies of its own and is outside this limit.

## The Lorentz form

If collisions restore the field-free state, the mean position after a collision is zero. The term \(\gamma x_{\rm eq}\) then disappears from the balance equation, leaving \(s\bar x=\bar p/M\), and the same elimination gives

\[
R_{\rm L}=\frac{\omega_0^2}{\omega_0^2+s^2}
=\frac{\omega_0}{2i}\left[\frac1{s-i\omega_0}-\frac1{s+i\omega_0}\right].
\]

Since \(\mathrm{Im}(z/i)=-\mathrm{Re}\,z\),

\[
\frac{\alpha''_{\rm L}}{\alpha_s}=\frac{\omega_0}{2}\left[\frac{\gamma}{(\omega-\omega_0)^2+\gamma^2}-\frac{\gamma}{(\omega+\omega_0)^2+\gamma^2}\right].
\]

Two things have changed: the prefactor is \(\omega_0\) instead of \(\omega\), and the terms are subtracted. At \(\omega=0\), where \(s=\gamma\), the response has the faulty value \(\omega_0^2/(\omega_0^2+\gamma^2)\) quoted at the start. At \(\omega_0=0\) it is zero.

To compare the forms, set \(A=\omega_0^2+\gamma^2\) and let

\[
D=[(\omega-\omega_0)^2+\gamma^2][(\omega+\omega_0)^2+\gamma^2]=(\omega^2+A)^2-4\omega^2\omega_0^2 .
\]

The sum of the two resonance terms is \(2\gamma(\omega^2+A)/D\) and their difference is \(4\gamma\omega\omega_0/D\). Hence

\[
\frac{\alpha''_{\rm VVW}}{\alpha_s}=\frac{\gamma\omega(\omega^2+A)}{D},\qquad
\frac{\alpha''_{\rm L}}{\alpha_s}=\frac{2\gamma\omega\omega_0^2}{D},\qquad
\frac{\alpha''_{\rm VVW}}{\alpha''_{\rm L}}=\frac{\omega^2+\omega_0^2+\gamma^2}{2\omega_0^2}.
\]

For \(\gamma\ll\omega_0\) the ratio is close to one at resonance and to one half far below it; it grows as \(\omega^2\) far above.

## The Gross form

An impact may change a velocity abruptly while the position has no time to change. Let collisions at rate \(\Gamma\) thermalize the velocity and leave the position alone. Then

\[
-i\omega\bar x=\frac{\bar p}{M},\qquad(\Gamma-i\omega)\bar p=M\omega_0^2(x_{\rm eq}-\bar x).
\]

Eliminating \(\bar p\) gives \(-i\omega(\Gamma-i\omega)\bar x=\omega_0^2(x_{\rm eq}-\bar x)\), or

\[
\frac{\bar x}{x_{\rm eq}}=\frac{\omega_0^2}{\omega_0^2-\omega^2-i\Gamma\omega}.
\]

Near a narrow resonance the denominator is about \(2\omega_0(\omega_0-\omega-i\Gamma/2)\), so the half-width at half-maximum is \(\Gamma/2\). To match the half-width \(\gamma\) of the other forms we set \(\Gamma=2\gamma\):

\[
R_{\rm G}=\frac{\omega_0^2}{\omega_0^2-\omega^2-2i\gamma\omega},\qquad
\frac{\alpha''_{\rm G}}{\alpha_s}=\frac{2\gamma\omega\omega_0^2}{(\omega_0^2-\omega^2)^2+4\gamma^2\omega^2}.
\]

The static value is correct, because the restoring force itself leads the position to \(x_{\rm eq}\). As \(\omega\to0\) we have \(D\to A^2\), so \(\alpha''_{\rm VVW}/\alpha_s\to\gamma\omega/A\), whereas \(\alpha''_{\rm G}/\alpha_s\to2\gamma\omega/\omega_0^2\). Their ratio is \(\omega_0^2/(2A)\), again about one half for a narrow line.

At fixed \(\gamma\) and \(\omega>0\), \(R_{\rm G}\) vanishes as \(\omega_0\to0\): with no restoring force and no reorientation, nothing brings the dipole to equilibrium. Debye behaviour appears in a different regime, strong damping. For \(\gamma\gg\omega_0\) and \(\omega\ll\gamma\) the term \(\omega^2\) can be dropped, and \(R_{\rm G}\approx1/(1-i\omega\tau_{\rm G})\) with \(\tau_{\rm G}=2\gamma/\omega_0^2\). This time lengthens with more frequent collisions, while \(\tau=1/\gamma\) shortens.

## High frequencies, where the profile fails

At high frequency \(R_{\rm L}\) and \(R_{\rm G}\) both tend to \(-\omega_0^2/\omega^2\), the response of a free charge limited by its inertia. Both are analytic in the upper half of the complex \(\omega\) plane. The integral of \(\omega R\) along the real axis, closed by a large upper semicircle, is therefore zero. The semicircle contributes \(-i\pi\omega_0^2\), so the real axis contributes \(i\pi\omega_0^2\). Since \(\omega R''\) is even,

\[
\int_0^\infty\omega\frac{\alpha''}{\alpha_s}\,d\omega=\frac{\pi\omega_0^2}{2}\qquad\text{(Lorentz, Gross)}.
\]

For the Van Vleck-Weisskopf form the balance equation reduces at high frequency to \(-i\omega\bar x\approx\gamma x_{\rm eq}\). Then \(R\approx i\gamma/\omega\), \(\omega\alpha''/\alpha_s\to\gamma\), and the integral diverges. The cause is the instantaneous jump to a mean position that follows the field, a response which no inertia limits. (In the Lorentz form the jump is to a mean position of zero, whatever the field, so this term is absent.) In a real collision the jump takes a finite time, and the profile cannot be trusted once \(1/\omega\) is as short as that time.

## Where the maxima lie

Put \(y=\omega+A/\omega\). Dividing numerator and denominator of \(\gamma\omega(\omega^2+A)/D\) by \(\omega^2\) gives

\[
\frac{\alpha''_{\rm VVW}}{\alpha_s}=\frac{\gamma y}{y^2-4\omega_0^2}.
\]

This decreases with \(y\) for \(y>2\omega_0\), and the smallest \(y\) is \(2\sqrt A\), reached at \(\omega=\sqrt A\). The maximum is therefore at \(\omega=\sqrt{\omega_0^2+\gamma^2}\), with height \(\sqrt{\omega_0^2+\gamma^2}/(2\gamma)\).

The absorption coefficient has a further factor \(\omega\). With \(z=\omega^2\),

\[
\frac{\gamma\alpha_s}{\omega\alpha''_{\rm VVW}}=\frac{(z+A)^2-4\omega_0^2z}{z(z+A)}=1+\frac Az-\frac{4\omega_0^2}{z+A}.
\]

Its derivative \(-A/z^2+4\omega_0^2/(z+A)^2\) vanishes when \(\sqrt A\,(z+A)=2\omega_0z\), so \(\kappa\) peaks at

\[
\omega^2=\frac{A^{3/2}}{2\omega_0-\sqrt A}.
\]

A positive solution requires \(\sqrt A<2\omega_0\), that is \(\gamma<\sqrt3\,\omega_0\). For faster collisions the derivative is negative throughout, and \(\kappa\) rises steadily to its plateau \(N\alpha_s\gamma/(\varepsilon_0c)\).

## A model gas

Take \(\omega_0/2\pi=20\) GHz, \(\gamma/2\pi=5\) GHz, \(T=300\) K, \(\mu=3.00\times10^{-30}\) C m and \(N=10^{25}\) m\(^{-3}\). Here \(\hbar\omega_0/kT=0.0032\), so \(\alpha_s\) equals \(\mu^2/3kT=7.243\times10^{-40}\) C² m²/J to about one part in a million. Since \(N\alpha_s/\varepsilon_0=8.18\times10^{-4}\), the gas is dilute in the sense required. The fixed axis is an idealization: at 300 K a real molecule turns through tens to hundreds of radians in the 32 ps between collisions. For a symmetric top only the share \(\langle K^2/J(J+1)\rangle\) of \(\mu^2/3kT\), about 0.4 for ammonia at this temperature, belongs to the low-frequency band, and the rest to rotational lines. The values of \(\kappa\) below place the whole strength in one line and describe the model, not a real gas.

At 20 GHz, with frequencies in GHz,

\[
\frac{\alpha''_{\rm VVW}}{\alpha_s}=\frac{20}{2}\left[\frac5{25}+\frac5{1625}\right]=2.031,
\]

and subtracting the second term gives the Lorentz value, 1.969. Away from resonance, the values of \(\alpha''/\alpha_s\) set the VVW form clearly apart from the Lorentz and Gross forms:

| GHz | VVW | Lorentz | Gross | Debye |
|---|---|---|---|---|
| 2 | 0.0241 | 0.0450 | 0.0509 | 0.345 |
| 60 | 0.116 | 0.0230 | 0.0226 | 0.0828 |
| 200 | 0.0257 | 0.00051 | 0.00051 | 0.0250 |

The Debye column has \(\omega_0=0\) and the same \(\gamma\). At 60 GHz the ratio formula gives \((3600+400+25)/800=5.03\) for VVW to Lorentz, as the table shows.

The maximum of \(\alpha''\) lies at \(\sqrt{400+25}=20.62\) GHz. That of \(\kappa\) lies at \([425\times20.616/(40-20.616)]^{1/2}=21.26\) GHz, where \(\kappa=0.740\) m\(^{-1}\), or 3.21 dB/m. It would disappear for \(\gamma/2\pi\) above 34.6 GHz. At 200 GHz \(\kappa\) is 0.0883 m\(^{-1}\), 3% above the plateau of 0.0857 m\(^{-1}\). There \(1/\omega=\tau/40\approx0.8\) ps, so these wing values presuppose collisions much shorter than that. The chosen \(N\) and \(\gamma\) do not allow this: with \(\gamma=N\pi b^2v\) and molecular masses of 17 to 60 u, the radius \(b\) is 11 to 15 Å and the duration \(b/v\) is 1.2 to 3.2 ps. The condition fails at 200 GHz and is at best marginal at 60 GHz, so those rows show how the formulas differ, not how such a gas would absorb.

The numerical output also lists a simulation of oscillators followed through random collisions under each of the three rules. The rules differ in what a collision does, and the Gross collisions come at the rate \(2\gamma\) instead of \(\gamma\). The simulated absorptive parts agree with their respective formulas within one standard error.

## Table of computed values

```
Random-collision simulation, w=0.7 w0, g=0.4 w0
  vvw: Im ratio 0.6061 +- 0.0017, formula 0.6059
  lorentz: Im ratio 0.7368 +- 0.0029, formula 0.7344
  gross: Im ratio 0.9753 +- 0.0023, formula 0.9761
Resonance frequency: 20.0 GHz
Collision rate/(2 pi): 5.0 GHz
Mean time between collisions: 31.83 ps
Temperature: 300 K
Dipole matrix element: 3.00e-30 C m
Number density: 1.00e+25 m^-3
hbar w0/(kT): 0.00320
Static polarizability: 7.2430e-40 C^2 m^2/J
mu^2/(3kT): 7.2430e-40 C^2 m^2/J
Relative difference: 8.53e-07
N alpha_s/epsilon0: 8.180e-04
Static ratio, VVW: 1.0000
Static ratio, Lorentz: 0.9412
Static ratio, Gross: 1.0000
VVW loss maximum at: 20.616 GHz
VVW maximum of Im ratio: 2.0616
VVW kappa maximum at: 21.260 GHz
VVW maximum kappa: 0.7399 m^-1
  the same: 3.213 dB/m
VVW high-frequency plateau: 0.0857 m^-1
kappa maximum lost above g/(2 pi): 34.64 GHz
Im(alpha)/alpha_s: GHz, VVW, Lorentz, Gross, Debye
      2 0.024150 0.045035 0.050885 0.344828
     20 2.030769 1.969231 2.000000 0.235294
     60 0.115654 0.022987 0.022642 0.082759
    200 0.025745 0.000509 0.000509 0.024984
kappa in m^-1: GHz, VVW, Lorentz, Gross, Debye
      2 0.000828 0.001544 0.001745 0.011824
     20 0.696334 0.675233 0.685783 0.080680
     60 0.118970 0.023646 0.023291 0.085132
    200 0.088279 0.001747 0.001745 0.085669
```
